# Why averaging two implant profiles does not give the intermediate energy

## Question

I have tabulated boron profiles in silicon for implants at 50 and 150 keV, and I need the as-implanted profile at 100 keV for the same dose, $10^{14}\ \mathrm{cm^{-2}}$. Since 100 keV is halfway, I averaged the two concentrations at each depth. The result has two humps with a valley between them, just where I expected the boron to be. Is the valley real? If not, what is wrong with linear interpolation, and what should I do instead?

## Answer

The valley is real for a different experiment. Let $f(x;E)$ be the fraction of the retained dose per unit depth for an implant at energy $E$. If the implanted atoms are dilute and the first implant does not alter the stopping of the second, profiles add. Your average,

$$\bar f(x)=\tfrac12 f(x;E_1)+\tfrac12 f(x;E_2),$$

is then the profile of two implants, half the dose at 50 keV and half at 150 keV. In a single 100 keV implant every ion starts with 100 keV, and the whole distribution sits at an intermediate depth. You need to move the peak, whereas averaging fades one peak out and another in.

### When two humps appear

Take two Gaussians with equal dose and equal straggle $s$, the standard deviation of depth. Let their mean depths, or ranges, be $d=2h$ apart, and measure $x$ from the midpoint. Expanding the squares $(x\pm h)^2$ gives

$$\bar f(x)=\frac{1}{2s\sqrt{2\pi}}\left[e^{-(x+h)^2/2s^2}+e^{-(x-h)^2/2s^2}\right]
=\frac{e^{-(x^2+h^2)/2s^2}}{s\sqrt{2\pi}}\cosh\frac{hx}{s^2}.$$

Its derivative is

$$\bar f'(x)=\frac{e^{-(x^2+h^2)/2s^2}}{s^3\sqrt{2\pi}}\cosh\frac{hx}{s^2}\left[h\tanh\frac{hx}{s^2}-x\right].$$

The factor before the bracket is positive, so the stationary points obey

$$x=h\tanh\frac{hx}{s^2}.$$

One root is $x=0$. For $x>0$ the right side is concave and starts with slope $h^2/s^2$. If $h\le s$, it stays below the line $x$, so $\bar f$ falls on both sides of the midpoint and there is one maximum. If $h>s$, it starts above the line and, being concave and bounded, crosses it once. The profile then rises away from the midpoint before falling, and by symmetry there are two maxima. For equal Gaussians the condition for a double peak is therefore

$$d>2s.$$

### The average is wrong before it splits

The mean-square distance from the midpoint is $s^2+h^2$ for each Gaussian, so the averaged profile has variance $s^2+d^2/4$. At the midpoint its height, relative to a single Gaussian of straggle $s$ centred there, is $e^{-h^2/2s^2}=e^{-d^2/8s^2}$.

| $d/s$ | Maxima | Width relative to $s$ | Central height ratio |
|---|---|---|---|
| 0.4 | 1 | 1.020 | 0.980 |
| 1.0 | 1 | 1.118 | 0.882 |
| 2.0 | 1 | 1.414 | 0.607 |
| 3.0 | 2 | 1.803 | 0.325 |

At $d=2s$ there is still one peak, but the central concentration is already 39% too low. A single hump is no evidence that the average is good.

### Unequal straggles

Let the ranges be $R_1<R_2$, the straggles $s_1,s_2$, and the dose fractions $w_1,w_2$. Outside the interval between the ranges, both Gaussians slope the same way, so any stationary point lies inside it. There put $u=x-R_1$ and $v=R_2-x$, so that $u+v=d$. The first Gaussian $g_1$ is falling and the second, $g_2$, is rising. The ratio of the sizes of their slopes is

$$Q=\frac{w_1u\,g_1/s_1^2}{w_2v\,g_2/s_2^2}.$$

A stationary point needs $Q=1$. Since $u$ grows and $v$ shrinks as $x$ increases,

$$\frac{d\ln Q}{dx}=\frac1u+\frac1v-\frac{u}{s_1^2}-\frac{v}{s_2^2}
=\frac{d}{uv}-\frac{u}{s_1^2}-\frac{v}{s_2^2}.$$

Let $m$ be the smaller straggle. Because $uv\le d^2/4$, the first term is at least $4/d$; the other two together subtract at most $d/m^2$. Hence

$$\frac{d\ln Q}{dx}\ge\frac4d-\frac{d}{m^2}\ge0\qquad\text{if } d\le2m.$$

Equality can occur only at $u=v$, so $Q$ rises from zero to infinity and passes 1 once. Thus $d\le2m$ guarantees one peak for any division of the dose.

The converse fails. Changing the dose ratio shifts $\ln Q$ by a constant, and a large enough shift leaves only one crossing even when $\ln Q$ is not monotonic. The rule "more than two straggles means two peaks" therefore belongs to equal doses and equal straggles.

### Both methods are linear, but in different quantities

Let the table energies be $E\pm\delta$. Expanding the pointwise average about $E$ gives

$$\bar f(x)-f(x;E)\approx\frac{\delta^2}{2}\frac{\partial^2f}{\partial E^2}.$$

To see what this contains, hold the shape fixed and write $f=g(x-R(E))$. Primes on $g$ denote depth derivatives, and primes on $R$ energy derivatives. Differentiating twice,

$$\frac{\partial^2f}{\partial E^2}=g''\,R'^2-g'\,R''.$$

The first term remains even when range is a perfectly straight function of energy. For a Gaussian, $g''(0)=-g(0)/s^2$, and $d\approx2\delta R'$, so the relative loss at the centre is $d^2/8s^2$. This is the leading term of the exponential found above.

If you interpolate the range itself, the error is instead

$$\tfrac12[R(E-\delta)+R(E+\delta)]-R(E)\approx\tfrac12\delta^2R''.$$

The damaging $R'^2$ term is gone. For a general energy, set $\lambda=(E-E_1)/(E_2-E_1)$ and use

$$R=(1-\lambda)R_1+\lambda R_2,\qquad s=(1-\lambda)s_1+\lambda s_2.$$

Then build one Gaussian from $R$ and $s$. It has one peak by construction, though its accuracy still depends on the curvature of $R(E)$ and $s(E)$ and on how Gaussian the real profile is.

### A model implant to judge the two methods

A fair comparison needs a 100 keV profile obtained without interpolation. I simulated boron in amorphous silicon, following 200,000 ions at each energy. Each ion alternates between straight flights and collisions.

**Flights.** Electrons slow the ion according to $dE/d\ell=-k\sqrt E$, where $\ell$ is path length. Thus $\sqrt E$ falls by $k\ell/2$ along a flight. I chose $k$ to give 300 eV/nm at 100 keV, a rough value. Flight lengths are exponentially distributed with mean $1/(N\pi a^2)=28.3$ nm, for $N=50$ atoms/nm³ and a rough screening radius $a=0.015$ nm.

**Collisions.** Impact parameters $p$ are uniform over a disc of radius $a$. Inside it the deflection is that of an unscreened Coulomb force; collisions farther out are ignored. In relative motion let $\mu$ be the reduced mass, $V$ the initial speed and $E_{\rm cm}=\mu V^2/2$. Write the potential energy as $E_{\rm cm}b/r$, which defines $b=Z_1Z_2e^2/E_{\rm cm}$ in Gaussian form. A deflection $\theta$ changes the momentum by $2\mu V\sin(\theta/2)$ along the symmetry axis of the orbit. Let $\varphi$ be the polar angle from that axis. Angular momentum conservation gives $r^2\,d\varphi/dt=Vp$, so the impulse is

$$\int\frac{E_{\rm cm}b}{r^2}\cos\varphi\,dt
=\frac{E_{\rm cm}b}{Vp}\int_{-(\pi-\theta)/2}^{(\pi-\theta)/2}\cos\varphi\,d\varphi
=\frac{\mu Vb}{p}\cos\frac\theta2.$$

Equating the two expressions gives $\tan(\theta/2)=b/2p$, or

$$\sin^2\frac\theta2=\frac{1}{1+4p^2/b^2}.$$

The target atom starts at rest and receives this momentum, so its energy is $T=[2\mu V\sin(\theta/2)]^2/2M_2$. With $E=M_1V^2/2$,

$$\frac TE=\frac{4M_1M_2}{(M_1+M_2)^2}\sin^2\frac\theta2.$$

Momentum conservation, $2M_2T=2M_1E+2M_1(E-T)-4M_1\sqrt{E(E-T)}\cos\psi$, then fixes the laboratory deflection $\psi$ of the ion:

$$\cos\psi=\frac{1-(1+M_2/M_1)T/2E}{\sqrt{1-T/E}}.$$

The azimuth is random. The masses are 11 and 28 atomic mass units. An ion is stopped at 2 keV, and one that crosses the surface is lost; more than 99% are retained at each energy below.

| Energy (keV) | Range (nm) | Straggle (nm) | Skewness |
|---|---|---|---|
| 50 | 156.5 | 55.6 | −0.18 |
| 100 | 292.3 | 77.0 | −0.64 |
| 150 | 412.8 | 89.8 | −0.90 |

Negative skewness means a longer tail towards the surface.

### Your 100 keV profile

The outer ranges are $412.8-156.5=256.3$ nm apart, or 3.53 times their mean straggle. The simulated average indeed has two peaks. Its valley lies below the lower peak by 48% of the height of the higher one.

For unequal straggles the variance is the mean of the two variances plus $d^2/4$. The averaged profile therefore has straggle

$$\sqrt{\frac{55.6^2+89.8^2}{2}+\frac{256.3^2}{4}}=148.3\ \text{nm},$$

nearly twice the direct 77.0 nm. Interpolating the parameters gives

$$R=\frac{156.5+412.8}{2}\approx284.6\ \text{nm},\qquad
s=\frac{55.6+89.8}{2}=72.7\ \text{nm}.$$

These are 7.7 and 4.3 nm below the direct values, because both quantities rise less steeply at higher energy in this model.

To compare whole profiles, I use the misplaced fraction, $\frac12\int|f_{\rm trial}-f_{\rm direct}|\,dx$, evaluated in 20 nm bins. The concentrations are for your dose, at the direct mean range of 292 nm.

| Profile | Concentration (cm⁻³) | Depth at $10^{17}$ cm⁻³ (nm) | Misplaced fraction |
|---|---|---|---|
| Direct | $5.2\times10^{18}$ | 471 | 0 |
| Averaged | $8.0\times10^{17}$ | 593 | 0.55 |
| Interpolated Gaussian | $5.4\times10^{18}$ | 491 | 0.12 |

Averaging leaves only 15% of the direct concentration at that depth and puts the $10^{17}\ \mathrm{cm^{-3}}$ point 122 nm too deep. The interpolated Gaussian puts it 20 nm too deep, a figure uncertain by several nanometres because the direct depth itself depends on the stopping cutoff, as noted below.

### Keeping the shape of the table

You can also interpolate without assuming Gaussians. For each cumulative fraction $q$, find the depth above which that fraction of the dose lies in each table, then average the two depths. For Gaussians these depths are $R_i+s_iz_q$, with the same standard normal number $z_q$. Their average is $R+sz_q$, which is the Gaussian with interpolated parameters.

For skewed tables, the rule carries the skewness along. Here it reduces the misplaced fraction from 0.12 to 0.06. It does not remove the 7.7 nm error in range. For a single-peaked profile, a small shift misplaces approximately the shift times the peak density, because $\frac12\int|f'|\,dx$ equals the peak density when $f$ rises once from zero and falls once back to it. The direct peak is $5.64\times10^{18}\ \mathrm{cm^{-3}}$, or 0.00564 of the dose per nm, so such a shift alone would misplace about 0.04.

### How fine must a table be for averaging?

The range rises by $256.3/100=2.56$ nm per keV between the outer energies. Treating the neighbours as equal Gaussians with $s=72.7$ nm, a double peak needs a table spacing above $2\times72.7/2.56\approx57$ keV. A 2% central loss corresponds to $d\approx0.4s$, or about 11 keV. These are rough estimates for this model around 100 keV, since its profiles are skewed rather than Gaussian. Averaging simulated profiles at 95 and 105 keV misplaces only 0.01 of the dose, including counting noise. Pointwise averaging is therefore serviceable in a sufficiently fine table.

### What changes in a real wafer

The inputs are rough values for boron in silicon, so use calibrated tables for process depths. Some omissions barely change the range and straggle, although the steep deep edge, and with it the depth at $10^{17}\ \mathrm{cm^{-3}}$, is more sensitive:

- **Electronic energy-loss fluctuations.** I took Bohr's variance per unit path, $4\pi Z_1^2Z_2e^4N$, with the Lindhard–Scharff reduction for slow ions. Dividing by the cube of the total stopping power and integrating over energy gives a path-length spread of about 13 nm. Even if all of it appeared as a spread in depth, adding it in quadrature would raise the 100 keV straggle only from 77 to 78 nm.
- **The stopping cutoff.** Following ions down to between 1 and 0.05 keV instead of 2 keV changes the 100 keV range by less than 1 nm and raises the straggle by 1 to 2 nm. It weakens the skewness from −0.64 to about −0.57 and moves the direct depth at $10^{17}\ \mathrm{cm^{-3}}$ about 6 to 10 nm deeper.

The sharp cut of the Coulomb force at $a$ matters more than either of these. At 100 keV, $a=0.012$ nm gives a range of 309 nm and a straggle of 84 nm, and $a=0.018$ nm gives 281 and 72 nm. The nuclear stopping of the cut force, 38 eV/nm at 100 keV, also exceeds the roughly 31 eV/nm of the smoothly screened ZBL potential. The tabulated ranges and straggles describe this model, not boron in silicon to the digits shown.

The amorphous target is also a more serious simplification than the two omissions listed. In a crystal, ions can travel along open channels. Lindhard's critical angle, $\sqrt{2Z_1Z_2e^2/(E\ell_r)}$, comes to about 3.5° at 100 keV for an atom spacing $\ell_r=0.543$ nm along a row. This is a high-energy formula. For boron at 100 keV it overestimates the angle, so take 3.5° as an upper estimate for a row with this spacing. A typical 7° tilt exceeds it, but collisions can still turn ions into channels. With electronic stopping alone, the path would be $2\sqrt E/k=667$ nm. That is a scale, not a predicted junction depth, but it lies well beyond 471 nm. A two-parameter Gaussian should not be trusted for such a tail.

Annealing broadens the profile too. With constant diffusivity $D$, and away from the surface, it adds $2Dt$ to the variance. For a rough $D=10^{-14}\ \mathrm{cm^2/s}$ near 1000 °C, $\sqrt{2Dt}$ is 4.5 nm after 10 s and 60 nm after 30 min. The longer anneal can soften the two humps, but it does not repair the average: away from the surface both table profiles gain the same variance, and the false contribution $d^2/4$ remains. After 30 min the 50 keV profile does reach the surface, so for it the added variance $2Dt$ is only a rough estimate. Implant damage can enhance diffusion, which this estimate leaves out.

For your coarse table, interpolate range and straggle if a Gaussian is adequate, or depths at equal dose fractions if the shape matters. Keep the pointwise average for a wafer that really receives two half-dose implants.
